# On-Axis Strehl Loss and Pupil Phase Variance

A projection lens in a lithography scanner should bring the light from a point on the mask to a point on the wafer. Mirror figure errors, focus error and surface roughness each disturb the phase of the light crossing the exit pupil, and the intensity at the intended image point falls. The disturbances look quite different: defocus is a smooth bowl, coma is lopsided, roughness is a fine ripple. Can their effects on the central intensity nevertheless be added up from one number each?

For small phase they can, provided the disturbances are uncorrelated over the pupil. The number is the variance of the phase over the pupil, and the form of the disturbance first enters at fourth order. Two derivations show this, and they rest on different assumptions.

## The quantity to be calculated

Let $\boldsymbol\rho=(\rho\cos\theta,\rho\sin\theta)$ be the pupil coordinate, with $\rho=1$ at the edge. The pupil field is $A e^{i\phi}$, with real amplitude $A\ge 0$ and phase $\phi=2\pi W/\lambda$, where $W$ is the optical path error and $\lambda$ the wavelength. The treatment is scalar and the object is a point.

The field at an image point is the sum of the pupil contributions. At a displacement $\mathbf s$ from the nominal image point, measured in units of $\lambda/\mathrm{NA}$, each contribution carries an additional phase of size $2\pi\boldsymbol\rho\cdot\mathbf s$. Here NA is the numerical aperture. "On-axis" means $\mathbf s=0$, so that the field is proportional to $\int A e^{i\phi}\,d^2\rho$.

Define the amplitude-weighted average

$$\langle f\rangle=\frac{\int A f\,d^2\rho}{\int A\,d^2\rho}.$$

The Strehl ratio $S$ is the on-axis intensity divided by its value for $\phi=0$ and the same $A$:

$$S=|\langle e^{i\phi}\rangle|^2 .$$

Adding a constant $c$ to $\phi$ multiplies the average by $e^{ic}$, whose modulus is one. We may therefore subtract the mean and set $\langle\phi\rangle=0$ without changing $S$. Write $\sigma^2=\langle\phi^2\rangle$, $\mu_3=\langle\phi^3\rangle$ and $\mu_4=\langle\phi^4\rangle$.

## First derivation: expansion of the pupil field

Suppose $|\phi|\le M$ over the pupil, with $M$ small. Expanding the cosine and sine under the average gives

$$\langle\cos\phi\rangle=1-\frac{\sigma^2}{2}+\frac{\mu_4}{24}+O(M^6),$$

$$\langle\sin\phi\rangle=\langle\phi\rangle-\frac{\mu_3}{6}+O(M^5)=-\frac{\mu_3}{6}+O(M^5).$$

The Strehl ratio is the sum of the two squares. The first is

$$\langle\cos\phi\rangle^2=1-\sigma^2+\frac{\sigma^4}{4}+\frac{\mu_4}{12}+O(M^6).$$

Here $-\sigma^2$ is twice the product of $1$ and $-\sigma^2/2$, the term $\sigma^4/4$ is the square of $-\sigma^2/2$, and $\mu_4/12$ is twice $\mu_4/24$. The second square begins with $\mu_3^2/36$, which is already of sixth order. Hence

$$S=1-\sigma^2+\frac{\sigma^4}{4}+\frac{\mu_4}{12}+O(M^6). \tag{1}$$

There is no third-order term, even for a skewed phase distribution.

The leading term has a simple picture. Each part of the pupil contributes an arrow in the complex plane, turned through the angle $\phi$. To first order the tip moves sideways by $\phi$, and these displacements cancel because the mean is zero. To second order the component along the original direction shortens by $\phi^2/2$. The total field shortens by $\sigma^2/2$, and squaring doubles the relative loss. Where in the pupil an arrow came from is irrelevant to this sum.

If $\phi$ is the sum of two zero-mean disturbances $\phi_a$ and $\phi_b$, then $\sigma^2=\langle\phi_a^2\rangle+\langle\phi_b^2\rangle+2\langle\phi_a\phi_b\rangle$. The separate variances therefore add when the cross term vanishes, that is, when the disturbances are uncorrelated over the pupil.

## Second derivation: pairs of pupil points

Now write the squared modulus as a product of two averages, using a second pupil point whose phase is $\phi'$:

$$S=\langle e^{i\phi}\rangle\langle e^{-i\phi'}\rangle=\langle\langle e^{i(\phi-\phi')}\rangle\rangle=\langle\langle\cos(\phi-\phi')\rangle\rangle .$$

The double brackets average over both points independently. The sine part vanishes because it changes sign when the two points are exchanged.

Bounds on the cosine follow from $\sin x\le x$ for $x\ge0$. Integrating from zero gives $1-\cos x\le x^2/2$. Integrating again gives $x-\sin x\le x^3/6$, and once more gives $x^2/2-1+\cos x\le x^4/24$. Both bounds on the cosine are even in $x$, so for all real $x$

$$1-\frac{x^2}{2}\le\cos x\le1-\frac{x^2}{2}+\frac{x^4}{24}.$$

Set $x=\phi-\phi'$ and average. In the square, the cross term vanishes because $\langle\phi\rangle=0$:

$$\langle\langle(\phi-\phi')^2\rangle\rangle=\sigma^2-2\langle\phi\rangle\langle\phi'\rangle+\sigma^2=2\sigma^2 .$$

In the fourth power, the terms $-4\phi^3\phi'$ and $-4\phi\phi'^3$ vanish for the same reason, leaving

$$\langle\langle(\phi-\phi')^4\rangle\rangle=2\mu_4+6\sigma^4 .$$

Division by 2 and 24 respectively yields

$$0\le\sigma^2-(1-S)\le\frac{\sigma^4}{4}+\frac{\mu_4}{12}. \tag{2}$$

This again gives $1-S=\sigma^2$ to second order. It also says that, within the stated scalar model, the variance never underestimates the on-axis loss.

## What each derivation assumes

The expansion assumes small phase from the start. In return it identifies the fourth-order term itself. The pair argument needs no small phase for (2), provided the moments exist. Smallness enters only when the bounds are to be close together. Since $\mu_4\le M^2\sigma^2$, the difference between variance and loss, relative to the variance, is at most $\sigma^2/4+M^2/12$.

The two routes also treat the weights differently. The pair argument needs $A\ge0$, because an inequality multiplied by a negative weight reverses. The expansion needs real weights with a nonzero sum, but they may have either sign. The quantity called $\sigma^2$ can then be negative, in which case aberration raises the intensity. An example appears below for a dark line.

Neither derivation permits "small variance" to replace "small phase". Let a fraction $\varepsilon$ of a uniform pupil have phase $h$ and the rest have phase zero. The variance is $\varepsilon(1-\varepsilon)h^2$, while

$$1-S=1-|1-\varepsilon+\varepsilon e^{ih}|^2=2\varepsilon(1-\varepsilon)(1-\cos h).$$

Their ratio, $2(1-\cos h)/h^2$, does not depend on $\varepsilon$. Shrinking the patch makes the variance small without making the law accurate. For $\varepsilon=0.01$ and $h=3$ rad, the variance is 0.089 and the loss 0.039. For $h=2\pi$ the loss is zero.

## How the form enters

For a fixed variance, (1) shows that the form acts at fourth order through $\mu_4/\sigma^4$. This ratio is at least one, because $\langle(\phi^2-\sigma^2)^2\rangle\ge0$. The following values come from numerical integration over a uniform circular pupil, with each form scaled to an rms phase of 0.1 or 0.5 rad. The half-pupil step has opposite phases on two equal halves.

| Form | $\mu_4/\sigma^4$ | Loss/variance, 0.1 rad | Loss/variance, 0.5 rad |
|---|---:|---:|---:|
| Half-pupil step | 1.00 | 0.997 | 0.919 |
| Defocus | 1.80 | 0.996 | 0.905 |
| Coma | 2.51 | 0.995 | 0.893 |
| Trefoil | 3.43 | 0.995 | 0.877 |

At 0.1 rad the forms are nearly indistinguishable. At 0.5 rad the variance overstates the loss, and the forms with larger $\mu_4/\sigma^4$ lose less.

Defocus can be solved in closed form. A focus displacement $z$ gives the path $z\cos\alpha$, where $\alpha$ is the ray angle and $\sin\alpha=\mathrm{NA}\,\rho$. For small angles this is a constant minus $z\mathrm{NA}^2\rho^2/2$. Put $t=\rho^2$, which is uniformly distributed from 0 to 1 over the disc, and $\beta=\pi z\mathrm{NA}^2/\lambda$. Then

$$S=\left|\int_0^1e^{-i\beta t}dt\right|^2=\left[\frac{\sin(\beta/2)}{\beta/2}\right]^2=1-\frac{\beta^2}{12}+\frac{\beta^4}{360}+\cdots .$$

The variance of $t$ is $1/12$, so $\sigma^2=\beta^2/12$, in agreement with the second-order term. The next term is $0.4\sigma^4$, which is also what (1) gives with $\mu_4=1.8\sigma^4$.

## A fixed point is not the brightest point

The words "on-axis" matter. Take $\phi=a\rho^3\cos\theta$ on a uniform pupil. Its mean is zero and its variance is $a^2\langle\rho^6\cos^2\theta\rangle=a^2/8$.

Moving the observation point adds a tilt $b\rho\cos\theta$. With $\langle\rho^4\cos^2\theta\rangle=1/6$ and $\langle\rho^2\cos^2\theta\rangle=1/4$, the variance becomes

$$\frac{a^2}{8}+\frac{ab}{3}+\frac{b^2}{4}.$$

Its derivative vanishes at $b=-2a/3$, where the variance is $a^2/8-a^2/9=a^2/72$. To second order, the displaced peak therefore loses only one ninth as much as the fixed point. For $a=0.3$ rad, integration gives an on-axis loss of 0.0112. A numerical search over image position and focus gives a peak loss of 0.00125.

## Worked example: an extreme-ultraviolet scanner

Take $\lambda=13.5$ nm and $\mathrm{NA}=0.33$, with a uniform pupil. The low-order path error consists of four terms, each with zero mean and unit rms before its coefficient is applied:

- astigmatism, $\sqrt6\rho^2\cos2\theta$: 0.10 nm
- coma, $\sqrt8(3\rho^3-2\rho)\cos\theta$: 0.12 nm
- spherical aberration, $\sqrt5(6\rho^4-6\rho^2+1)$: 0.10 nm
- trefoil, $\sqrt8\rho^3\cos3\theta$: 0.08 nm

Their different angular dependences remove all cross terms, so the squares add:

$$W_{\rm rms}=\sqrt{0.10^2+0.12^2+0.10^2+0.08^2}=0.202\ \text{nm},$$

$$\sigma_{\rm low}^2=\left(\frac{2\pi\times0.202}{13.5}\right)^2=0.0088 .$$

A focus error of 30 nm contributes

$$\sigma_{\rm focus}^2=\frac{1}{12}\left(\frac{\pi\times30\times0.33^2}{13.5}\right)^2=0.0482 .$$

Defocus could have a cross term only with spherical aberration, which shares its rotational symmetry. In terms of $t$, that term is the average of $(2t-1)(6t^2-6t+1)$. It vanishes because the first factor is odd about $t=1/2$ and the second is even.

Finally, let six mirrors each have 0.1 nm rms surface roughness, uncorrelated from mirror to mirror. Reflection near normal incidence doubles a height error, so

$$\sigma_{\rm rough}^2=6\left(\frac{2\pi\times2\times0.1}{13.5}\right)^2=0.0520 .$$

The sum is $\sigma^2=0.109$. For the integral, the roughness was represented by six cosine ripples in different directions, with 10 to 20 cycles per pupil radius. These are nearly uncorrelated with one another and with the smooth terms. The integral gives $1-S=0.103$, so the variance overstates the loss by about 5% of the loss. Taken alone, focus and roughness give losses of 0.047 and 0.051, each close to its own variance despite their very different forms.

The law also gives a focus allowance. If the permitted loss is $L$ and the other, uncorrelated variance is $\sigma_a^2$, setting $L=\sigma_a^2+\beta^2/12$ and solving for $z$ gives

$$z=\frac{\lambda\sqrt{12(L-\sigma_a^2)}}{\pi\,\mathrm{NA}^2}.$$

For $L=0.10$, with the low-order error present and roughness absent, $z=41.3$ nm. The integral with small-angle defocus gives 42.3 nm, while the full path $z\cos\alpha$ gives 41.1 nm. The close agreement with the last value comes from two opposite errors: the second-order law overstates the loss, and the small-angle path understates the defocus.

## Where the missing light goes

A phase error in the exit pupil leaves $|Ae^{i\phi}|^2$ unchanged, so it redistributes light without removing any. On real mirrors, roughness fine enough to scatter light outside the aperture does remove it; that part is not in this model. Consider a ripple $\phi=\eta\cos(2\pi f\rho_x)$, where $\rho_x=\rho\cos\theta$. To first order the pupil field is multiplied by $1+i\phi$. The cosine splits into two exponentials, which form two side images at distances $f\lambda/\mathrm{NA}$. Each has relative energy $\eta^2/4$. Together they carry $\eta^2/2$, the variance of a ripple with many cycles across the pupil.

A discrete Fourier transform of the pupil field shows the contrast. Without phase error, 1.7% of the light falls farther than 245 nm from the image point. The roughness adds 5.0% of the total light to this region, close to its separate on-axis loss of 5.1%. Astigmatism of equal variance has the same on-axis loss to two figures but adds only about 0.001%. The variance fixes how much central intensity is lost; the form decides whether the light becomes distant flare or stays near the image.

## From a point to a line pattern

Consider equal lines and spaces on an ideal thin mask, lit coherently along the axis. At a pitch of 51.1 nm, the zero order passes through the pupil centre and the first orders through $\rho_x=\pm0.8$. Higher orders are absent or blocked. At the centre of a bright line the order amplitudes are $1/2$, $1/\pi$ and $1/\pi$. They are all positive, so both derivations apply with sums over three points in place of pupil integrals.

Let the first orders share a phase $\phi_1$ relative to the zero order, whose normalized weight is $w_0=0.5/(0.5+2/\pi)=0.44$. The variance is $w_0(1-w_0)\phi_1^2$. Astigmatism with pupil variance 0.0088 gives a bright-line loss of 0.0053. The same astigmatism rotated by 45 degrees vanishes at all three points and gives no loss. The law still holds, but the variance must be taken over the light that forms the pattern.

At the centre of a dark line the first-order amplitudes are negative and outweigh the zero order. Then $w_0<0$, the expression $w_0(1-w_0)\phi_1^2$ is negative, and a small phase $\phi_1$ shared by the two first orders brightens the dark line.

## Comparison with a real scanner

The wavelength, aperture and number of mirrors are those of an extreme-ultraviolet scanner. The path errors, roughness and focus error are rough values for that regime, not data for a particular machine. Several omitted effects were sized by adding each alone to the full example. Averaging over a 30 nm resist film, without absorption or refraction, raises the loss by 3.2% of its value; weighting the depth with an absorption coefficient of 5 per micrometre moves this to 2.2% or 4.3%, depending on the sign of the focus error. The full defocus path raises it by 2.3%, or by 2.6% if the focus error has the opposite sign. A 10% fall in pupil intensity towards the edge changes it by +0.2% or −0.3%, again depending on that sign, because the uneven weight correlates defocus with spherical aberration. A 2% full bandwidth with fixed path errors raises it by about 0.01%.

The vector nature of light changes the unpolarized result by less than 0.01% here, but that is not a general bound. For polarization along $x$, the focal field has a longitudinal part weighted by $-\mathrm{NA}\,\rho\cos\theta$ across the pupil. A tilt $\phi=2\sigma\rho\cos\theta$ gives it a first-order amplitude of size $2\sigma\mathrm{NA}\langle\rho^2\cos^2\theta\rangle=\mathrm{NA}\,\sigma/2$. To lowest order in NA, the resulting intensity is $\mathrm{NA}^2/4$, or 2.7%, of the variance; the full vector integral gives 2.8%. The weights of the transverse field change as well: in all, the loss for this tilt falls by 3.8% of its value for polarization along $x$ and by 1.4% for unpolarized light. Independence of form is thus a scalar result, and it weakens as NA grows.

The assumption that a real exposure breaks most plainly is the point object. In the line example, astigmatism with a pupil variance of 0.0088 causes a loss of 0.0053 or none at all, depending on its orientation. Partially coherent illumination, mask topography, wavelength-dependent mirror phase and resist chemistry are not included, so the Strehl loss should not be read as a loss of printed line quality.
